# Reactive heat capacity of a dissociating dimer vapour at constant pressure: a numerical check

```python
# Reactive heat capacity of a dissociating dimer vapour, D <=> 2 M, at constant p.
# Result under test, per initial dimer:
#     C_r = h^2 a (1 - a^2) / (2 k T^2)
# a: dissociated fraction, h: dissociation enthalpy per dimer at temperature T,
# k: Boltzmann constant. The total heat capacity adds the frozen part
# (1-a) c_D + 2 a c_M. Energies in eV, temperatures in K, and pressures in
# functions as ratios to the standard pressure of 1 bar.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gammaln, xlogy

k = const.k / const.e
T0 = 400.0                       # temperature of the example, K
p_torr = 10.0
p = p_torr * const.torr / const.bar
H0 = 0.88                        # rough dissociation enthalpy at T0, eV
S0 = 1.9e-3                      # rough dissociation entropy at T0, 1 bar, eV/K
c_D, c_M = 34 * k, 16 * k        # rough frozen heat capacities, eV/K
dc = 2 * c_M - c_D
to_molar = const.e * const.N_A   # eV per molecule -> J/mol


def enthalpy(T, h0=H0, slope=dc):
    return h0 + slope * (T - T0)


def equilibrium_constant(T, h0=H0, slope=dc):
    entropy = S0 + slope * np.log(T / T0)
    return np.exp(-(enthalpy(T, h0, slope) - T * entropy) / (k * T))


def fraction(T, pr, h0=H0, slope=dc):
    K = equilibrium_constant(T, h0, slope)
    return np.sqrt(K / (K + 4 * pr))


def reactive(T, pr, h0=H0, slope=dc):
    a = fraction(T, pr, h0, slope)
    return enthalpy(T, h0, slope)**2 * a * (1 - a**2) / (2 * k * T**2)


def frozen(a):
    return (1 - a) * c_D + 2 * a * c_M


def gibbs(a, T, pr, inert=0.0):
    """Gibbs energy per initial dimer; inert gas has zero standard terms."""
    g_D = c_D * (T - T0) - T * c_D * np.log(T / T0)
    g_M = H0 / 2 + c_M * (T - T0) - T * (S0 / 2 + c_M * np.log(T / T0))
    amounts = np.array([1 - a, 2 * a, inert])
    total = amounts.sum()
    mixing = np.sum(xlogy(amounts, amounts / total)) + total * np.log(pr)
    return (1 - a) * g_D + 2 * a * g_M + k * T * mixing


def minimum(T, pr, inert=0.0):
    return minimize_scalar(gibbs, bounds=(1e-9, 1 - 1e-9), method="bounded",
                           args=(T, pr, inert), options={"xatol": 1e-11})


def heat_capacity_from_gibbs(T, pr, inert=0.0):
    """C_p = -T d2G/dT2 of the minimized Gibbs energy, five-point stencil."""
    step = 1.0
    g = [minimum(T + j * step, pr, inert).fun for j in (-2, -1, 0, 1, 2)]
    second = (-g[0] + 16*g[1] - 30*g[2] + 16*g[3] - g[4]) / (12 * step**2)
    return -T * second


# Equilibrium fraction and heat capacity against direct minimization of G
worst = 0.0
for T in (340.0, 370.0, 400.0, 430.0, 460.0):
    for pressure in (0.2 * p, p, 5 * p):
        a = fraction(T, pressure)
        assert abs(minimum(T, pressure).x - a) < 1e-6
        numeric = heat_capacity_from_gibbs(T, pressure) - frozen(a)
        worst = max(worst, abs(numeric / reactive(T, pressure) - 1))
assert worst < 1e-4

# Fluctuation of the number of dissociated dimers, explicit sum over states
a0 = fraction(T0, p)
K0 = equilibrium_constant(T0)
N0 = 4000
n = np.arange(N0 + 1)
log_weight = (gammaln(N0 + n + 1) - gammaln(N0 - n + 1)
              - gammaln(2 * n + 1) + n * np.log(K0 / p))
weight = np.exp(log_weight - log_weight.max())
weight /= weight.sum()
mean_n = np.sum(weight * n)
variance = np.sum(weight * (n - mean_n)**2) / N0
factor = a0 * (1 - a0**2) / 2
assert abs(mean_n / N0 - a0) < 1e-3            # finite-size error of order 1/N0
assert abs(variance / factor - 1) < 3e-3       # finite-size error of order 1/N0

# Maximum over pressure at fixed temperature
best = minimize_scalar(lambda x: -reactive(T0, np.exp(x)),
                       bounds=(np.log(p) - 4, np.log(p) + 4), method="bounded",
                       options={"xatol": 1e-9})
a_isotherm = fraction(T0, np.exp(best.x))
assert abs(a_isotherm - 1 / np.sqrt(3)) < 1e-5

# Peak over temperature at fixed pressure
peak = minimize_scalar(lambda T: -reactive(T, p), bounds=(340, 460),
                       method="bounded", options={"xatol": 1e-8})
T_peak = peak.x
a_peak = fraction(T_peak, p)
h_peak = enthalpy(T_peak)
peak_rule = 4 * k * T_peak / h_peak * (1 - T_peak * dc / h_peak)
assert abs(1 - 3 * a_peak**2 - peak_rule) < 1e-5

# Area under the reactive heat capacity for constant enthalpy
area = quad(lambda T: reactive(T, p, H0, 0.0), 200, 1500,
            points=[350, 400, 450], limit=200)[0]
assert abs(area / H0 - 1) < 1e-5


# Dilution by inert gas at the same total pressure
def diluted(T, pr, inert):
    K = equilibrium_constant(T)
    a = brentq(lambda x: 4 * x**2 * pr - K * (1 - x) * (1 + x + inert),
               0, 1, xtol=1e-14)
    f = 1 / (2 / a + 1 / (1 - a) - 1 / (1 + a + inert))
    return a, f, enthalpy(T)**2 * f / (k * T**2)


for inert in (1.0, 10.0):
    for T in (370.0, 400.0):
        a, f, c = diluted(T, p, inert)
        assert abs(minimum(T, p, inert).x - a) < 1e-6
        numeric = heat_capacity_from_gibbs(T, p, inert) - frozen(a)
        assert abs(numeric / c - 1) < 1e-4
a_far, f_far, c_far = diluted(T0, 1e4 * p, 1e6)
assert abs(f_far / (a_far * (1 - a_far) / (2 - a_far)) - 1) < 1e-4
inert_ratio = 10.0
a_dil, f_dil, c_dil = diluted(T0, p, inert_ratio)

# Relaxation at fixed T and p from the mass-action rate law, time in 1/k_d
run = solve_ivp(lambda t, y: (1 - y) - 4 * y**2 * p / (K0 * (1 + y)),
                (0, 1), [a0 + 1e-4], rtol=1e-10, atol=1e-13)
tau_numeric = 1 / np.log(1e-4 / (run.y[0, -1] - a0))
tau_reduced = a0 * (1 + a0) / 2
assert abs(tau_numeric / tau_reduced - 1) < 1e-3

# Sizes of neglected effects for the example
C0 = reactive(T0, p)
prefactor = 1e13                 # rough attempt rate, 1/s
k_d = prefactor * np.exp(-H0 / (k * T0))
tau = tau_reduced / k_d
residence = 0.1                  # chosen gas residence time, s
virial = -3000.0                 # rough second virial coefficient, angstrom^3
imperfection = virial * 1e-30 * p * const.bar / (const.k * T0)
C_imperfect = reactive(T0, p * np.exp(imperfection))
dh = 0.04                        # assumed error of the enthalpy, eV
T_hot = 460.0
C_hot_constant = reactive(T_hot, p, H0, 0.0)

print(f"temperature: {T0:.0f} K")
print(f"pressure: {p_torr:.0f} Torr; p/p0 = {p:.5f}")
print(f"dissociation enthalpy h (rough input): {H0:.2f} eV")
print(f"dissociation entropy (rough input): {1e3*S0:.1f} meV/K")
print(f"thermal energy kT: {k*T0:.5f} eV; h/kT = {H0/(k*T0):.2f}")
print(f"frozen c_D, c_M (rough): {1e3*c_D:.3f}, {1e3*c_M:.3f} meV/K")
print(f"difference 2c_M-c_D: {1e3*dc:.3f} meV/K")
print(f"equilibrium constant K: {K0:.5f}")
print(f"dissociated fraction a: {a0:.4f}")
print(f"factor a(1-a^2)/2: {factor:.5f}")
print(f"slope da/dT: {factor*H0/(k*T0**2):.5f} 1/K")
print(f"reactive C_r per initial dimer: {1e3*C0:.3f} meV/K")
print(f"reactive C_r, converted: {C0*to_molar:.0f} J/(mol K)")
print(f"reactive C_r in units of k: {C0/k:.1f}")
print(f"C_r per molecule present: {1e3*C0/(1+a0):.3f} meV/K")
print(f"frozen part: {1e3*frozen(a0):.3f} meV/K")
print(f"total C_p: {1e3*(C0+frozen(a0)):.3f} meV/K")
print(f"total C_p from -T d2G/dT2: "
      f"{1e3*heat_capacity_from_gibbs(T0, p):.3f} meV/K")
print(f"largest relative error of C_r in 15 states: {worst:.1e}")
print(f"fluctuation sum, N0 = {N0}: variance/N0 = {variance:.5f}")
for T in (340.0, 370.0, 400.0, 430.0, 460.0):
    a = fraction(T, p)
    print(f"T = {T:.0f} K: a = {a:.4f}, C_r = {1e3*reactive(T,p):.3f}, "
          f"frozen = {1e3*frozen(a):.3f} meV/K")
print(f"isotherm maximum at 400 K: a = {a_isotherm:.4f}, "
      f"p = {np.exp(best.x)*const.bar/const.torr:.2f} Torr")
print(f"peak at 10 Torr: T = {T_peak:.1f} K, a = {a_peak:.4f}, "
      f"C_r = {1e3*reactive(T_peak,p):.3f} meV/K")
print(f"area under C_r for constant h: {area:.5f} eV")
for shift in (-dh, dh):
    print(f"h = {H0+shift:.2f} eV: a = {fraction(T0,p,H0+shift):.4f}, "
          f"C_r = {1e3*reactive(T0,p,H0+shift):.3f} meV/K")
print(f"C_r at {T_hot:.0f} K with dc = 0: {1e3*C_hot_constant:.3f} meV/K; "
      f"change {100*(C_hot_constant/reactive(T_hot,p)-1):+.1f} %")
print(f"virial coefficient (rough): {virial:.0f} angstrom^3")
print(f"gas imperfection Bp/kT: {imperfection:.1e}; "
      f"C_r change via a {100*(C_imperfect/C0-1):+.4f} %")
print(f"carrier gas, {inert_ratio:.0f} per initial dimer, same total p: "
      f"a = {a_dil:.4f}")
print(f"with carrier gas: factor = {f_dil:.5f}, C_r = {1e3*c_dil:.3f} meV/K")
print(f"attempt rate (rough): {prefactor:.0e} 1/s; k_d = {k_d:.0f} 1/s")
print(f"relaxation time times k_d: formula {tau_reduced:.4f}, "
      f"rate law {tau_numeric:.4f}")
print(f"relaxation time: {1e3*tau:.1f} ms; "
      f"chosen residence time: {1e3*residence:.0f} ms")
print("tests ok")
```

Output:

```
temperature: 400 K
pressure: 10 Torr; p/p0 = 0.01333
dissociation enthalpy h (rough input): 0.88 eV
dissociation entropy (rough input): 1.9 meV/K
thermal energy kT: 0.03447 eV; h/kT = 25.53
frozen c_D, c_M (rough): 2.930, 1.379 meV/K
difference 2c_M-c_D: -0.172 meV/K
equilibrium constant K: 0.03077
dissociated fraction a: 0.6049
factor a(1-a^2)/2: 0.19178
slope da/dT: 0.01224 1/K
reactive C_r per initial dimer: 10.772 meV/K
reactive C_r, converted: 1039 J/(mol K)
reactive C_r in units of k: 125.0
C_r per molecule present: 6.712 meV/K
frozen part: 2.826 meV/K
total C_p: 13.597 meV/K
total C_p from -T d2G/dT2: 13.597 meV/K
largest relative error of C_r in 15 states: 1.7e-07
fluctuation sum, N0 = 4000: variance/N0 = 0.19178
T = 340 K: a = 0.0785, C_r = 3.104, frozen = 2.916 meV/K
T = 370 K: a = 0.2597, C_r = 8.044, frozen = 2.885 meV/K
T = 400 K: a = 0.6049, C_r = 10.772, frozen = 2.826 meV/K
T = 430 K: a = 0.8793, C_r = 4.791, frozen = 2.778 meV/K
T = 460 K: a = 0.9698, C_r = 1.196, frozen = 2.763 meV/K
isotherm maximum at 400 K: a = 0.5774, p = 11.54 Torr
peak at 10 Torr: T = 393.8 K, a = 0.5273, C_r = 11.059 meV/K
area under C_r for constant h: 0.88000 eV
h = 0.84 eV: a = 0.8050, C_r = 7.250 meV/K
h = 0.92 eV: a = 0.3913, C_r = 10.171 meV/K
C_r at 460 K with dc = 0: 1.204 meV/K; change +0.7 %
virial coefficient (rough): -3000 angstrom^3
gas imperfection Bp/kT: -7.2e-04; C_r change via a -0.0035 %
carrier gas, 10 per initial dimer, same total p: a = 0.8856
with carrier gas: factor = 0.09160, C_r = 5.145 meV/K
attempt rate (rough): 1e+13 1/s; k_d = 82 1/s
relaxation time times k_d: formula 0.4853, rate law 0.4853
relaxation time: 5.9 ms; chosen residence time: 100 ms
tests ok
```
